# Why specular reflectance cannot correct a pyrometer on a rough wafer: a numerical check

```python
"""
Result under test: an opaque rough wafer has emissivity
    eps = 1 - R_s - R_d   (R_s specular, R_d diffuse reflectance),
so a pyrometer corrected with 1 - R_s reads T_read, where
    1/T_read = 1/T + (lambda/c2) ln(1 + R_d/eps),   c2 = h c / k.
T is the true temperature and lambda the wavelength. Surroundings are cold
and non-reflecting unless a test says otherwise.
Ray tracing uses V-grooves of unit width, invariant along their length.
"""
import numpy as np
from scipy.constants import h, c, k
from scipy.optimize import brentq
from scipy.integrate import quad

wavelength = 950e-9
T_true = 1000.0
c2 = h * c / k


def planck(T, lam=wavelength):
    return 2 * h * c**2 / lam**5 / np.expm1(c2 / (lam * T))


def temperature_from(radiance, emissivity):
    """Invert the full Planck law for a chosen emissivity."""
    return brentq(lambda T: emissivity * planck(T) / radiance - 1,
                  400, 2000, xtol=1e-10)


# ---------- Rough surface: flats plus V-grooves ----------
flat_fraction = 0.6
facet_reflectance = 0.5
slope = np.radians(50.0)
tan_s, sin_s, cos_s = np.tan(slope), np.sin(slope), np.cos(slope)
depth = 0.5 * tan_s


def trace(x, z, ux, uz):
    """Follow rays in a groove; return number of bounces and exit direction."""
    x, z, ux, uz = [np.array(v, dtype=float) for v in (x, z, ux, uz)]
    bounces = np.zeros(x.size, dtype=int)
    inside = np.ones(x.size, dtype=bool)
    for _ in range(20):
        distances = []
        with np.errstate(divide="ignore", invalid="ignore"):
            for side in (-1, 1):
                height = z + depth - side * tan_s * x
                rate = uz - side * tan_s * ux
                distances.append(np.where(rate < 0, -height / rate, np.inf))
            to_mouth = np.where(uz > 0, -z / uz, np.inf)
        to_wall = np.minimum(distances[0], distances[1])
        inside &= to_wall < to_mouth
        if not inside.any():
            break
        side = np.where(distances[1] < distances[0], 1, -1)
        step = np.where(inside, to_wall, 0.0)
        x += step * ux
        z += step * uz
        nx = -side * sin_s
        projection = np.where(inside, ux * nx + uz * cos_s, 0.0)
        ux -= 2 * projection * nx
        uz -= 2 * projection * cos_s
        bounces += inside
    assert not inside.any()
    return bounces, ux, uz


# Backward road: light incident along the normal.
n_in = 2000
x_in = (np.arange(n_in) + 0.5) / n_in - 0.5
hits, ux_out, uz_out = trace(x_in, np.zeros(n_in), np.zeros(n_in),
                             -np.ones(n_in))
R_s = flat_fraction * facet_reflectance
R_d = (1 - flat_fraction) * np.mean(facet_reflectance**hits)
eps = 1 - R_s - R_d
exit_angle = np.degrees(np.arctan2(np.abs(ux_out), uz_out))
assert hits.min() == 2 and hits.max() == 2
assert exit_angle.min() > 15
assert abs(R_s - 0.3) < 1e-12 and abs(R_d - 0.1) < 1e-12

# Forward road: thermal emission by the facets, collected near the normal.
n_pos, n_ang = 201, 8001
pos = -(np.arange(n_pos) + 0.5) / (2 * n_pos)
sin_psi = 2 * (np.arange(n_ang) + 0.5) / n_ang - 1
X, S = [a.ravel() for a in np.meshgrid(pos, sin_psi)]
C = np.sqrt(1 - S**2)
hits_e, ux_e, uz_e = trace(X, -depth - tan_s * X,
                           C * sin_s + S * cos_s, C * cos_s - S * sin_s)
half_bin = 0.1
collected = np.abs(ux_e) < half_bin
facet_power = 2 * (1 - facet_reflectance) / cos_s
groove_emission = (facet_power / X.size
                   * np.sum(facet_reflectance**hits_e[collected])
                   / (2 * half_bin))
eps_emitted = (flat_fraction * (1 - facet_reflectance)
               + (1 - flat_fraction) * groove_emission)
assert abs(eps_emitted - eps) < 0.004          # finite angular grid
assert abs(eps_emitted - (1 - R_s)) > 0.09     # specular-only rule fails

# ---------- Temperature reading ----------
signal = eps * planck(T_true)
T_read = temperature_from(signal, 1 - R_s)
T_wien = 1 / (1 / T_true + wavelength / c2 * np.log(1 + R_d / eps))
assert abs(T_read - T_wien) < 1e-3
assert 9.5 < T_true - T_read < 10.5

traced_signal = eps_emitted * planck(T_true)
T_traced_spec = temperature_from(traced_signal, 1 - R_s)
T_traced_full = temperature_from(traced_signal, 1 - R_s - R_d)
assert abs(T_traced_full - T_true) < 0.5       # from angular grid error
assert abs(T_traced_spec - T_read) < 0.5

linear_error = -wavelength * T_true**2 / c2 * R_d / eps
small = 1e-4
slope_numeric = (temperature_from(signal, eps + small) - T_true) / small
assert abs(slope_numeric * R_d / linear_error - 1) < 1e-3
T_controlled = temperature_from((1 - R_s) * planck(T_true), eps)
T_controlled_wien = 1 / (1 / T_true
                        - wavelength / c2 * np.log(1 + R_d / eps))
assert abs(T_controlled - T_controlled_wien) < 1e-3

# ---------- Roughness that removes a quarter of the specular beam ----------
spec_share = R_s / (R_s + R_d)
sigma = wavelength / (4 * np.pi) * np.sqrt(-np.log(spec_share))
rng = np.random.default_rng(4)
n_surface = 2**19
freq = np.fft.rfftfreq(n_surface)
profile = np.fft.irfft(np.fft.rfft(rng.normal(size=n_surface))
                       * np.exp(-0.5 * (2 * np.pi * freq * 10)**2), n_surface)
profile = (profile - profile.mean()) * sigma / profile.std()
coherent = abs(np.mean(np.exp(4j * np.pi * profile / wavelength)))**2
assert abs(coherent - spec_share) < 0.005      # finite random surface

# ---------- Neglected effects ----------
band = np.linspace(940e-9, 960e-9, 401)


def band_signal(T):
    return np.mean(planck(T, band))


T_band = brentq(lambda T: (1 - R_s) * band_signal(T)
                / (eps * band_signal(T_true)) - 1, 400, 2000, xtol=1e-10)
assert abs(T_band - T_read) < 0.1

cone = np.radians(10.0)
caught = quad(lambda a: 2 * np.cos(a) * np.sin(a), 0, cone)[0]
assert abs(caught - np.sin(cone)**2) < 1e-12
T_cone = temperature_from(signal, 1 - R_s - caught * R_d)

R_wall = 0.2
eps_apparent = eps / (1 - (1 - eps) * R_wall)
bounce_sum, ray_strength = 0.0, eps
for _ in range(60):
    bounce_sum += ray_strength
    ray_strength *= R_wall * (1 - eps)
assert abs(bounce_sum - eps_apparent) < 1e-12
T_wall_reflect = temperature_from(eps_apparent * planck(T_true), 1 - R_s)
R_wall_mask = (1 - eps / (1 - R_s)) / (1 - eps)
mask_sum = sum(eps * (R_wall_mask * (1 - eps))**j for j in range(60))
assert abs(temperature_from(mask_sum * planck(T_true), 1 - R_s)
           - T_true) < 1e-6

T_wall = 700.0
T_wall_emit = temperature_from(signal + (1 - eps) * planck(T_wall), 1 - R_s)
T_mask = 1 / (1 / T_true + wavelength / c2 * np.log((1 - eps) / R_d))
assert abs(temperature_from(signal + (1 - eps) * planck(T_mask), 1 - R_s)
           - T_true) < 0.01

absorption_cm = 150.0      # rough room-temperature silicon value at 950 nm
thickness_um = 725.0
transmission = np.exp(-absorption_cm * thickness_um * 1e-4)
assert transmission < 1e-3

# ---------- Output ----------
print(f"Wavelength: {wavelength*1e9:.0f} nm")
print(f"True temperature: {T_true:.0f} K")
print(f"Second radiation constant c2: {c2:.6f} m K")
print(f"c2/(lambda T): {c2/(wavelength*T_true):.3f} (dimensionless)")
print(f"Flat area fraction: {flat_fraction:.2f}")
print(f"Facet reflectance: {facet_reflectance:.2f}")
print(f"Groove wall slope: {np.degrees(slope):.0f} degrees")
print(f"Bounces in groove at normal incidence: {hits.min()} to {hits.max()}")
print(f"Exit angle from normal: {exit_angle.mean():.1f} degrees")
print(f"Specular reflectance: {R_s:.3f}")
print(f"Diffuse reflectance: {R_d:.3f}")
print(f"True emissivity from incident light: {eps:.3f}")
print(f"Emissivity from traced emission: {eps_emitted:.4f}")
print(f"Groove emissivity from traced emission: {groove_emission:.4f}")
print(f"Emissivity assumed from specular part: {1-R_s:.3f}")
print(f"ln(assumed/true emissivity): {np.log((1-R_s)/eps):.5f}")
print(f"lambda/c2: {wavelength/c2:.5e} 1/K")
print(f"Reading, full Planck law: {T_read:.3f} K")
print(f"Reading, Wien formula: {T_wien:.3f} K")
print(f"Planck minus Wien reading: {T_read-T_wien:.1e} K")
print(f"Reading error: {T_read-T_true:.2f} K")
print(f"Linear estimate of error: {linear_error:.2f} K")
print(f"Traced emission, specular correction: {T_traced_spec:.2f} K")
print(f"Traced emission, full correction: {T_traced_full:.2f} K")
print(f"True temperature if reading held at 1000 K: {T_controlled:.2f} K")
for missing in (0.02, 0.05, 0.10, 0.20):
    error = temperature_from(signal, eps + missing) - T_true
    print(f"Error for missed diffuse reflectance {missing:.2f}: {error:.2f} K")
print(f"Specular share of reflected light: {spec_share:.3f}")
print(f"Rms roughness giving this share: {sigma*1e9:.1f} nm")
print(f"Specular share of simulated rough surface: {coherent:.4f}")
print(f"Filter band: {band[0]*1e9:.0f} to {band[-1]*1e9:.0f} nm")
print(f"Reading with filter band: {T_band:.3f} K")
print(f"Collection cone half-angle: {np.degrees(cone):.0f} degrees")
print(f"Lambertian scatter caught by cone: {caught:.4f} (fraction)")
print(f"Reading with this cone: {T_cone:.2f} K")
print(f"Cold wall reflectance: {R_wall:.2f}")
print(f"Apparent emissivity with this wall: {eps_apparent:.4f}")
print(f"Reading with this wall: {T_wall_reflect:.2f} K")
print(f"Cold wall reflectance that masks error: {R_wall_mask:.3f}")
print(f"Black wall temperature: {T_wall:.0f} K")
print(f"Reading change from wall emission: {T_wall_emit-T_read:.3f} K")
print(f"Black wall temperature that masks error: {T_mask:.1f} K")
print(f"Silicon absorption, rough, room temp.: {absorption_cm:.0f} 1/cm")
print(f"Wafer thickness: {thickness_um:.0f} um")
print(f"Single-pass internal transmission: {transmission:.1e}")
print("success")
```

Output:

```
Wavelength: 950 nm
True temperature: 1000 K
Second radiation constant c2: 0.014388 m K
c2/(lambda T): 15.145 (dimensionless)
Flat area fraction: 0.60
Facet reflectance: 0.50
Groove wall slope: 50 degrees
Bounces in groove at normal incidence: 2 to 2
Exit angle from normal: 20.0 degrees
Specular reflectance: 0.300
Diffuse reflectance: 0.100
True emissivity from incident light: 0.600
Emissivity from traced emission: 0.5999
Groove emissivity from traced emission: 0.7497
Emissivity assumed from specular part: 0.700
ln(assumed/true emissivity): 0.15415
lambda/c2: 6.60283e-05 1/K
Reading, full Planck law: 989.924 K
Reading, Wien formula: 989.924 K
Planck minus Wien reading: 2.4e-06 K
Reading error: -10.08 K
Linear estimate of error: -11.00 K
Traced emission, specular correction: 989.91 K
Traced emission, full correction: 999.99 K
True temperature if reading held at 1000 K: 1010.28 K
Error for missed diffuse reflectance 0.02: -2.16 K
Error for missed diffuse reflectance 0.05: -5.26 K
Error for missed diffuse reflectance 0.10: -10.08 K
Error for missed diffuse reflectance 0.20: -18.64 K
Specular share of reflected light: 0.750
Rms roughness giving this share: 40.5 nm
Specular share of simulated rough surface: 0.7500
Filter band: 940 to 960 nm
Reading with filter band: 989.921 K
Collection cone half-angle: 10 degrees
Lambertian scatter caught by cone: 0.0302 (fraction)
Reading with this cone: 990.20 K
Cold wall reflectance: 0.20
Apparent emissivity with this wall: 0.6522
Reading with this wall: 995.35 K
Cold wall reflectance that masks error: 0.357
Black wall temperature: 700 K
Reading change from wall emission: 0.065 K
Black wall temperature that masks error: 916.1 K
Silicon absorption, rough, room temp.: 150 1/cm
Wafer thickness: 725 um
Single-pass internal transmission: 1.9e-05
success
```
